# Barrier Distribution in an Amorphous Oxide from Three Conductivities: verification in Python

```python
"""Recovery of a Gaussian barrier distribution from three conductivities.

Result under test: if sigma(T) is the arithmetic mean of
sigma0*exp(-beta*phi) over Gaussian barriers phi, with beta = 1/(kB*T), then
    ln sigma = ln sigma0 - phi0*beta + s^2*beta^2/2,
and divided differences of ln sigma in beta return phi0, s^2 and sigma0.
phi0: mean barrier (eV); s: standard deviation of barriers (eV);
sigma0: prefactor (S/cm); beta: inverse thermal energy (1/eV).
The program also sizes effects which this parallel-path model leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.special import expit

KB = const.k / const.e                      # eV/K
PHI0, WIDTH, SIGMA0 = 0.100, 0.020, 10.0    # generating parameters
MOBILITY, MASS = 10.0, 0.34                 # cm2/Vs, electron masses
temps = np.array([300.0, 200.0, 150.0])
betas = 1 / (KB * temps)
h = betas[1] - betas[0]


def averaged_sigma(temperature, cap_negative=False):
    """Average over barriers by direct numerical integration."""
    phi = np.linspace(PHI0 - 12 * WIDTH, PHI0 + 12 * WIDTH, 40001)
    weight = np.exp(-0.5 * ((phi - PHI0) / WIDTH) ** 2)
    weight /= WIDTH * np.sqrt(2 * np.pi)
    barrier = np.maximum(phi, 0) if cap_negative else phi
    factor = np.exp(-barrier / (KB * temperature))
    return SIGMA0 * np.sum(weight * factor) * (phi[1] - phi[0])


def differences(y):
    d12 = (y[1] - y[0]) / (betas[1] - betas[0])
    d23 = (y[2] - y[1]) / (betas[2] - betas[1])
    return d12, d23, (d23 - d12) / (betas[2] - betas[0])


def recover(y):
    """Return phi0 (eV), s^2 (eV^2), ln sigma0 from three log conductivities."""
    d12, _, d123 = differences(y)
    phi0 = -d12 + d123 * (betas[0] + betas[1])
    return phi0, 2 * d123, y[0] + phi0 * betas[0] - d123 * betas[0] ** 2


# --- Recovery from unrounded and from rounded data ---
exact_data = np.array([averaged_sigma(t) for t in temps])
y_exact = np.log(exact_data)
p_exact, v_exact, l_exact = recover(y_exact)
assert abs(p_exact - PHI0) < 1e-8
assert abs(v_exact - WIDTH ** 2) < 1e-9
assert abs(l_exact - np.log(SIGMA0)) < 1e-6

data = np.array([float(f"{x:.3e}") for x in exact_data])
y = np.log(data)
d12, d23, d123 = differences(y)
phi_fit, var_fit, log_fit = recover(y)
s_fit, sigma0_fit = np.sqrt(var_fit), np.exp(log_fit)
assert abs(phi_fit - PHI0) < 2e-4           # limits set by 4-figure rounding
assert abs(s_fit - WIDTH) < 1e-4
assert abs(sigma0_fit / SIGMA0 - 1) < 0.01
# secant slopes against the law with the generating parameters
assert abs(-d12 - (PHI0 - WIDTH ** 2 * (betas[0] + betas[1]) / 2)) < 1e-4
assert abs(-d23 - (PHI0 - WIDTH ** 2 * (betas[1] + betas[2]) / 2)) < 1e-4
# short weights valid for beta = 2h, 3h, 4h
assert np.isclose((y[0] - 2 * y[1] + y[2]) / h ** 2, var_fit)
assert np.isclose((3.5 * y[0] - 6 * y[1] + 2.5 * y[2]) / h, phi_fit)
assert np.isclose(6 * y[0] - 8 * y[1] + 3 * y[2], log_fit)

# --- Prediction at a fourth temperature ---
b4 = 1 / (KB * 250.0)
predicted = np.exp(log_fit - phi_fit * b4 + var_fit * b4 ** 2 / 2)
direct = averaged_sigma(250.0)
assert abs(predicted / direct - 1) < 1e-3

# --- Error propagation against random trials ---
rng = np.random.default_rng(7)
eps = 0.01
trial = recover(y[:, None] + eps * rng.standard_normal((3, 40000)))
err_s = np.sqrt(6) * eps / (2 * h ** 2 * s_fit)
err_phi = np.sqrt(54.5) * eps / h
err_log = np.sqrt(109) * eps
assert np.all(trial[1] > 0)
assert abs(np.std(np.sqrt(trial[1])) / err_s - 1) < 0.05
assert abs(np.std(trial[0]) / err_phi - 1) < 0.03
assert abs(np.std(trial[2]) / err_log - 1) < 0.03

# --- Negative barriers transmit with factor one ---
capped = np.log([averaged_sigma(t, True) for t in temps])
phi_cap, var_cap, _ = recover(capped)
margin = (PHI0 - WIDTH ** 2 * betas[2]) / WIDTH
assert abs(np.sqrt(var_cap) - WIDTH) < 2e-4

# --- Prefactor proportional to T^(-1/2) ---
power = -0.5
phi_pow, var_pow, _ = recover(y_exact + power * np.log(temps / 300))
assert np.isclose(var_pow - v_exact, power * np.log(9 / 8) / h ** 2)

# --- Moving chemical potential at fixed electron density ---
density = SIGMA0 / (const.e * MOBILITY)     # cm^-3
mass = MASS * const.m_e
fermi = const.hbar ** 2 * (3 * np.pi ** 2 * density * 1e6) ** (2 / 3)
fermi /= 2 * mass * const.e                 # eV


def reduced_potential(temperature):
    """Chemical potential over kB*T for a parabolic band."""
    nc = 2 * (mass * const.k * temperature
              / (2 * np.pi * const.hbar ** 2)) ** 1.5

    def excess(eta):
        top = np.sqrt(max(eta, 0) + 40)
        val = quad(lambda u: 2 * u * u * expit(eta - u * u), 0, top,
                   limit=200)[0]
        return nc * 2 / np.sqrt(np.pi) * val - density * 1e6
    return brentq(excess, -15, 60)


assert abs(reduced_potential(20.0) * KB * 20 / fermi - 1) < 0.005
eta = np.array([reduced_potential(t) for t in temps])
phi_chem, var_chem, _ = recover(y_exact + eta - betas * fermi)
assert var_chem < v_exact

# --- Tunnelling exponent against wave matching at a square barrier ---
wave = np.sqrt(2 * mass * const.e) / const.hbar * 1e-9   # 1/(nm sqrt(eV))
kappa, k_in = wave * np.sqrt(PHI0), wave * np.sqrt(fermi)


def transmission(d):
    q = np.exp(-kappa * d)
    matrix = np.array([[1, -1, -q, 0],
                       [-1j * k_in, kappa, -kappa * q, 0],
                       [0, q, 1, -1],
                       [0, -kappa * q, kappa, -1j * k_in]])
    amplitudes = np.linalg.solve(matrix, np.array([-1, -1j * k_in, 0, 0]))
    return abs(amplitudes[3]) ** 2


slope = np.log(transmission(4.0) / transmission(5.0))
assert abs(slope / (2 * kappa) - 1) < 0.01
d_cross = betas * PHI0 / (2 * kappa)

# --- Periodic cubic resistor network: barriers in series and parallel ---
L = 16
N = L ** 3
site = np.arange(N).reshape(L, L, L)
start = np.tile(site.ravel(), 3)
end = np.concatenate([np.roll(site, -1, axis=a).ravel() for a in range(3)])
rows = np.arange(3 * N)
incidence = coo_matrix(
    (np.concatenate([np.ones(3 * N), -np.ones(3 * N)]),
     (np.concatenate([rows, rows]), np.concatenate([start, end]))),
    shape=(3 * N, N)).tocsr()
incidence_t = incidence.T.tocsr()
applied = np.where(rows < N, 1.0, 0.0)      # unit mean field along axis 0


def network_log_sigma(log_bonds):
    """Solve current conservation by preconditioned conjugate gradients."""
    g = np.exp(log_bonds)
    lap = (incidence_t @ diags(g) @ incidence).tocsr()
    inv_diag = 1 / lap.diagonal()
    rhs = -(incidence_t @ (g * applied))
    v, r = np.zeros(N), rhs.copy()
    z = inv_diag * r
    p, rz = z.copy(), r @ z
    goal = 1e-8 * np.linalg.norm(rhs)
    for _ in range(3000):
        ap = lap @ p
        a = rz / (p @ ap)
        v += a * p
        r -= a * ap
        if np.linalg.norm(r) < goal:
            break
        z = inv_diag * r
        rz_new = r @ z
        p = z + (rz_new / rz) * p
        rz = rz_new
    current = g * (incidence @ v + applied)
    planes = current[:N].reshape(L, L, L).sum(axis=(1, 2)) / L ** 2
    assert np.ptp(planes) < 1e-5 * planes.mean()   # same current everywhere
    return np.log(planes.mean())


strengths = np.append(betas * WIDTH, 0.3)   # last entry: weak disorder
samples = 6
excess_log = np.zeros(4)
for _ in range(samples):
    x = rng.standard_normal(3 * N)
    for i, strength in enumerate(strengths):
        # x and -x are equally likely; their mean removes odd noise
        pair = network_log_sigma(strength * x) + network_log_sigma(-strength * x)
        excess_log[i] += pair / (2 * samples)
weak_coefficient = excess_log[3] / strengths[3] ** 2
assert abs(weak_coefficient * 6 - 1) < 0.12  # finite network sampling noise
y_net = np.log(SIGMA0) - PHI0 * betas + excess_log[:3]
phi_net, var_net, _ = recover(y_net)
assert 0 < var_net < 0.5 * WIDTH ** 2
assert np.all(y_net < y_exact)

# --- Report ---
print(f"Generating mean barrier: {PHI0*1e3:.1f} meV")
print(f"Generating width: {WIDTH*1e3:.1f} meV")
print(f"Generating prefactor: {SIGMA0:.1f} S/cm")
for t, b, c, ln in zip(temps, betas, data, y):
    print(f"T = {t:.0f} K: beta = {b:.4f} 1/eV, sigma = {c:.4g} S/cm,"
          f" ln(sigma/(S/cm)) = {ln:.5f}")
print(f"Spacing h in beta: {h:.4f} 1/eV")
print(f"First difference 300-200 K: {d12:.6f} eV")
print(f"First difference 200-150 K: {d23:.6f} eV")
print(f"Second difference: {d123:.5e} eV^2")
print(f"Recovered s^2: {var_fit:.5e} eV^2")
print(f"Recovered width: {s_fit*1e3:.2f} meV")
print(f"Recovered mean barrier: {phi_fit*1e3:.2f} meV")
print(f"Recovered ln(sigma0/(S/cm)): {log_fit:.4f}")
print(f"Recovered prefactor: {sigma0_fit:.3f} S/cm")
print(f"Predicted sigma at 250 K: {predicted:.5f} S/cm")
print(f"Integrated sigma at 250 K: {direct:.5f} S/cm")
print(f"Assumed noise per conductivity: {eps*100:.1f} %")
print(f"Standard error of width: {err_s*1e3:.2f} meV")
print(f"Standard error of mean barrier: {err_phi*1e3:.2f} meV")
print(f"Standard error of ln sigma0: {err_log:.3f}")
print(f"Shifted centre above zero at 150 K: {margin:.2f} widths")
print(f"Width with negative barriers capped: {np.sqrt(var_cap)*1e3:.3f} meV")
print("Apparent values if an omitted effect is present:")
print(f"  T^(-1/2) prefactor: s^2 = {var_pow*1e6:.1f} meV^2,"
      f" phi0 = {phi_pow*1e3:.1f} meV")
print(f"  moving chemical potential: s^2 = {var_chem*1e6:.1f} meV^2,"
      f" phi0 = {phi_chem*1e3:.1f} meV")
print(f"  3D network: s^2 = {var_net*1e6:.1f} meV^2,"
      f" phi0 = {phi_net*1e3:.1f} meV")
print(f"Model s^2 for comparison: {WIDTH**2*1e6:.1f} meV^2")
print(f"Band mobility used: {MOBILITY:.1f} cm2/Vs")
print(f"Effective mass used: {MASS:.2f} electron masses")
print(f"Electron density: {density:.3e} cm^-3")
print(f"Zero-temperature Fermi energy: {fermi*1e3:.1f} meV")
for t, e in zip(temps, eta):
    print(f"Chemical potential/(kB T) at {t:.0f} K: {e:.3f}")
print(f"Weak-disorder network coefficient: {weak_coefficient:.4f}"
      f" (theory {1/6:.4f})")
print(f"Tunnelling decay constant kappa: {kappa:.3f} 1/nm")
print(f"Tunnelling-thermal crossover at 300 K: {d_cross[0]:.2f} nm")
print(f"Tunnelling-thermal crossover at 150 K: {d_cross[2]:.2f} nm")
print("PASS")
```

Printed output:

```
Generating mean barrier: 100.0 meV
Generating width: 20.0 meV
Generating prefactor: 10.0 S/cm
T = 300 K: beta = 38.6817 1/eV, sigma = 0.2819 S/cm, ln(sigma/(S/cm)) = -1.26620
T = 200 K: beta = 58.0226 1/eV, sigma = 0.05923 S/cm, ln(sigma/(S/cm)) = -2.82633
T = 150 K: beta = 77.3635 1/eV, sigma = 0.01445 S/cm, ln(sigma/(S/cm)) = -4.23706
Spacing h in beta: 19.3409 1/eV
First difference 300-200 K: -0.080665 eV
First difference 200-150 K: -0.072941 eV
Second difference: 1.99683e-04 eV^2
Recovered s^2: 3.99366e-04 eV^2
Recovered width: 19.98 meV
Recovered mean barrier: 99.97 meV
Recovered ln(sigma0/(S/cm)): 2.3022
Recovered prefactor: 9.996 S/cm
Predicted sigma at 250 K: 0.14835 S/cm
Integrated sigma at 250 K: 0.14833 S/cm
Assumed noise per conductivity: 1.0 %
Standard error of width: 1.64 meV
Standard error of mean barrier: 3.82 meV
Standard error of ln sigma0: 0.104
Shifted centre above zero at 150 K: 3.45 widths
Width with negative barriers capped: 19.996 meV
Apparent values if an omitted effect is present:
  T^(-1/2) prefactor: s^2 = 242.6 meV^2, phi0 = 81.9 meV
  moving chemical potential: s^2 = 71.3 meV^2, phi0 = 70.7 meV
  3D network: s^2 = 60.1 meV^2, phi0 = 97.9 meV
Model s^2 for comparison: 400.0 meV^2
Band mobility used: 10.0 cm2/Vs
Effective mass used: 0.34 electron masses
Electron density: 6.242e+18 cm^-3
Zero-temperature Fermi energy: 36.4 meV
Chemical potential/(kB T) at 300 K: 0.663
Chemical potential/(kB T) at 200 K: 1.625
Chemical potential/(kB T) at 150 K: 2.465
Weak-disorder network coefficient: 0.1619 (theory 0.1667)
Tunnelling decay constant kappa: 0.945 1/nm
Tunnelling-thermal crossover at 300 K: 2.05 nm
Tunnelling-thermal crossover at 150 K: 4.09 nm
PASS
```
